Charge-pumping plateau of an n-channel transistor swept at constant pulse amplitude

**Problem**

The source, drain and substrate of an n-channel transistor are grounded. Its gate receives periodic trapezoidal pulses that rise from V_base to V_top = V_base + A. The amplitude A > 0, the frequency f and the ramp time t_r are held fixed while V_base is swept. All voltages are measured from ground.

Use an ideal switch model. The threshold voltage V_T and the flat-band voltage V_FB are uniform along the channel, with V_FB < V_T. Each active interface trap holds at most one electron and obeys two rules:

- An empty trap captures an electron from the source or drain if the gate reaches V_T, and not otherwise.
- A filled trap captures a hole from the substrate if the gate reaches V_FB, and not otherwise.

"Active" means that the trap does not lose its carrier by thermal emission during a ramp. There are N_cp active traps per unit area under a gate of area S. Leakage is neglected, and all free channel electrons return to source and drain before holes arrive.

(a) Find the charge that one active trap passes per cycle, and the resulting current.
(b) Find the range of V_base in which this current flows, its width, and the condition for a plateau to exist.
(c) Explain why the top of the plateau is flat.
(d) Evaluate the result for a 10 nm oxide, acceptor doping N_A = 2×10¹⁷ cm⁻³, V_FB = −1 V, A = 3 V, f = 1 MHz, t_r = 100 ns and a 10 µm × 1 µm gate at 300 K. Take n_i = 10¹⁰ cm⁻³ and 3×10¹⁰ traps per cm² and eV, uniform in energy.
(e) Estimate how a finite capture rate changes the width. The capture coefficient is c = 10⁻⁸ cm³/s for both carriers, and the pulse stays 400 ns at each level.

**Hints**

1. Follow one trap through two cycles. The first may depend on its initial state.
2. Write each capture rule as an inequality for V_base.
3. For (c), ask how long a ramp spends between V_T and V_FB.
4. For (e), find the surface carrier density that fills half the traps in 400 ns.

**Solution**

**(a) Charge per cycle.** Suppose both rules operate. At high gate voltage the trap takes an electron from source or drain. At low gate voltage that electron recombines with a hole from the substrate. The trap is empty again, and one electron charge has passed between source/drain and substrate. There are S N_cp traps and f cycles per second, so the magnitude of the average current is

I = q f S N_cp.

Electrons enter through source and drain and holes enter through the substrate contact. The conventional current therefore enters at the substrate and leaves at source and drain.

**(b) The plateau.** The highest gate voltage is V_base + A. Filling requires

V_base + A ≥ V_T, that is, V_base ≥ V_T − A.

The lowest gate voltage is V_base itself. Emptying requires

V_base ≤ V_FB.

If only the first condition holds, the trap fills once and stays full. If only the second holds, it empties once and stays empty. If neither holds, it keeps its initial state. In these three cases no net charge passes after the first cycle. Steady pumping needs both conditions:

V_T − A ≤ V_base ≤ V_FB.

The width is the upper edge minus the lower edge:

ΔV = V_FB − (V_T − A) = A − (V_T − V_FB).

This is positive if A > V_T − V_FB: the pulse must span the whole interval between flat band and threshold. The excess amplitude is the freedom left for moving the pulse up or down. At equality the plateau shrinks to a point, and for smaller A there is none.

The two edges behave differently. The upper edge stays at V_FB whatever the amplitude. The lower edge moves down by 1 V for each volt added to A.

**(c) The flat top.** Traps far from midgap can lose their carrier during a ramp. An electron emitted on the falling ramp returns to source and drain, and a hole emitted on the rising ramp returns to the substrate. Neither contributes to the pumped current.

In the switch model, emission acts alone while the gate is between V_T and V_FB. The ramp has slope A/t_r, so this lasts

t_em = t_r (V_T − V_FB)/A.

V_base does not appear. On the plateau the ramp crosses this whole interval, so the same traps are lost at every base level and N_cp is constant.

The size of the active energy window follows from the emission rate. Let E be the trap energy above midgap. In equilibrium with the Fermi level at E, the trap is half filled (trap degeneracy neglected) and capture balances emission. The electron density is then n_i exp(E/kT), so the emission rate is c n_i exp(E/kT). Electrons are lost where this rate times t_em exceeds about 1, which puts the upper limit at E = kT ln[1/(c n_i t_em)]. Hole emission gives the mirror-image lower limit. The window is roughly

ΔE ≈ 2kT ln[1/(c n_i t_em)].

**(d) Numbers.** At threshold the surface potential is 2φ_F, where

φ_F = (kT/q) ln(N_A/n_i), so 2φ_F = 0.869 V.

A depletion layer of depth W has potential drop q N_A W²/(2ε_s) and charge Q = q N_A W per area. Setting the drop equal to 2φ_F and eliminating W gives

Q = √(2 ε_s q N_A 2φ_F) = 0.240 µC/cm²,

with ε_s = 11.7 ε₀. The oxide capacitance is C_ox = 3.9 ε₀/(10 nm) = 0.345 µF/cm², so the oxide drop Q/C_ox is 0.696 V. Hence

V_T − V_FB = 0.869 V + 0.696 V = 1.565 V,
V_T = −1.000 V + 1.565 V = 0.565 V.

The plateau runs from 0.565 V − 3.000 V = −2.435 V up to −1.000 V. Its width is

ΔV = 3.000 V − 1.565 V = 1.435 V.

For the current, t_em = 100 ns × 1.565/3 = 52 ns and c n_i = 100 s⁻¹, so the estimate in (c) gives ΔE ≈ 0.63 eV. This estimate makes two simplifications of opposite sign. A gradual cutoff exp(−rate × t_em) at the same t_em lowers the window to 0.599 eV. Capture also competes with emission inside the interval between V_FB and V_T, which shortens the effective emission time to about 44 ns and raises the window again. A numerical solution of the capture and emission rate equation through the periodic waveform gives 0.608 eV. With that value,

N_cp = 3×10¹⁰ × 0.608 cm⁻² = 1.82×10¹⁰ cm⁻²,
I = (1.602×10⁻¹⁹ C)(10⁶ s⁻¹)(10⁻⁷ cm²)(1.82×10¹⁰ cm⁻²) = 292 pA.

**(e) Finite capture rate.** The switch model lets electron capture begin at V_T, where the surface electron density equals N_A. Much lower densities are enough. An empty trap facing a surface density n_s for a time t is filled with probability 1 − exp(−c n_s t), if emission is negligible. This equals one half when c n_s t = ln 2:

n_s = 0.693/(10⁻⁸ cm³/s × 4×10⁻⁷ s) = 1.73×10¹⁴ cm⁻³.

The same density of holes empties half the traps. It is smaller than N_A by a factor of about 1150, which corresponds to a potential (kT/q) ln 1150 = 0.182 V. Half filling therefore occurs at surface potential ψ = 0.869 − 0.182 = 0.687 V, and half emptying at ψ = 0.182 V.

To convert ψ to gate voltage, keep the holes at the edge of the depletion layer. The charge density is q N_A[1 − exp(−qψ/kT)]. Integrating Poisson's equation once gives, for ψ well above kT/q and below threshold,

Q = √[2 ε_s q N_A (ψ − kT/q)], V_gate = V_FB + ψ + Q/C_ox.

At threshold the electrons add a term kT/q that cancels the one subtracted here, which is why (d) did not need it. The two capture voltages are

electrons: −1 + 0.687 + 0.607 = 0.294 V,
holes: −1 + 0.182 + 0.295 = −0.523 V.

The argument of (b) applies again with these voltages in place of V_T and V_FB. Measured between half-height points, the width is

3.000 V − (0.294 V + 0.523 V) = 2.18 V.

This is 0.75 V, or 52 %, more than the ideal width. The numerical rate equation for midgap traps also gives 2.18 V, and raising A from 3 V to 4 V at fixed ramp time widens the plateau by 1.000 V. The growth with amplitude survives; the offset changes.

For traps spread uniformly within 0.5 eV of midgap, the numerical width is 2.17 V at half height and 1.97 V at 95 % of full height. Between the ideal edges the calculated height varies by less than 0.01 %. In this example the ideal interval is thus the inner part of a wider flat region.

**Comparison with a real device**

The parameters are rough values for a silicon transistor with a fairly thick oxide and a good interface. Finite capture is the largest correction among those estimated here. A reading of A − ΔV at half height would give 0.82 V for midgap traps in this model, not the static separation of 1.565 V.

The other corrections to the ideal width are smaller:

- Heating to 400 K raises n_i, lowers 2φ_F and widens the plateau to about 1.60 V, with the band gap held at 1.12 eV. The empirical temperature dependence of n_i in silicon is steeper and gives about 1.64 V.
- Quantum confinement, estimated for a triangular well with silicon's anisotropic masses, raises V_T by about 57 mV and narrows the plateau by the same amount.
- The trap charge itself stretches the static separation V_T − V_FB by q × (trap density) × 2φ_F/C_ox, about 12 mV, and narrows the plateau by that amount. The active traps alone correspond to q N_cp/C_ox, about 8 mV.

The largest oxide field on the ideal plateau is 2.0 MV/cm, well below the rough breakdown scale of 10 MV/cm. Channel electrons diffuse over the 1 µm gate length in about L²/(μkT/q) = 1.3 ns for μ = 300 cm²/Vs, much less than the 100 ns ramp. A much longer channel or faster ramp would break the assumption that they all return. Part (e) also assumes that source and drain keep the weak-inversion density uniform while the traps fill, although the sheet density there is only about 2×10⁷ cm⁻². A diffusion and capture estimate moves the lower edge up by about 4 mV for this 1 µm gate, 25 mV for 3 µm and 90 mV for 10 µm. In an oxide of only a few nanometres, tunnelling current can add to the pumped current. Near the junctions V_T and V_FB vary with position, which spreads the edges; that effect is not estimated here.

**Variation 1: another amplitude**

*Keep t_r = 100 ns. What happens at A = 4 V and at A = 1.252 V in the switch model?*

At 4 V the upper edge stays at −1.000 V and the lower edge moves to 0.565 − 4 = −3.435 V, so the width is 2.435 V. The steeper ramp leaves less time for emission. Since t_em ∝ 1/A, the window grows by about 2kT ln(4/3) = 14.9 meV; the numerical rate equation gives 13.7 meV. The current rises by 13.7/608, about 2 %.

At 1.252 V the pulse is shorter than the separation of 1.565 V. Filling needs V_base ≥ −0.687 V and emptying needs V_base ≤ −1.000 V, so no base level pumps. Finite capture reverses this verdict, because 1.252 V still exceeds the capture separation of 0.82 V. Near V_base = −0.78 V the rate equation gives an active window of about 0.565 eV, some 93 % of the plateau height at 3 V.

**Variation 2: fixed base, growing amplitude**

*Hold V_base at −2 V and increase A from zero. Where does pumping start, and does it stop again?*

The emptying condition holds throughout, since −2 V < V_FB. Filling starts at

A = V_T − V_base = 0.565 V + 2 V = 2.565 V.

A larger A never violates either condition, so in the switch model this sweep has a lower edge and no upper one. The height beyond the edge depends on how the ramps are set. At fixed ramp time, t_em falls as A grows and the current creeps upward. At fixed slope s, t_em = (V_T − V_FB)/s is constant and the current is flat. This holds for interface traps with one capture coefficient; in a real device, slower traps inside the oxide can still make the current depend on amplitude.
